# Why compensated boron-phosphorus silicon can regrow near its intrinsic rate

## The wrong forecast

Amorphous silicon on a crystal regrows layer by layer when heated. Phosphorus speeds this up, and so does boron. If each dopant is taken to loosen bonds in its own way, a layer containing both should regrow faster than either singly doped layer. For the example below, adding the two accelerations predicts 18 times the intrinsic rate, and multiplying them predicts 86 times. An anneal planned on either number would stop far too early if the layer in fact regrew near its intrinsic rate.

Measurements on overlapping boron and phosphorus profiles do show a return close to the intrinsic rate. These notes ask which contributions can produce that return, which cannot, and how strongly it supports an electronic origin of the enhancement.

The example is at 823 K (550 °C), with 0.1 nm/s as a rough intrinsic rate. Each dopant has a peak active concentration of $2\times10^{20}$ cm$^{-3}$. "Intrinsic" means undoped silicon at the same temperature, and $R=v/v_i$ is the rate relative to it.

## Contribution 1: charged growth defects

Suppose that growth proceeds through dilute defects at the interface, in charge states $s=0,-,+$. Let $x_s$ be the fraction of sites holding a defect in state $s$, $F_s$ its formation free energy, and $X=\sum_s x_s$. The free energy per site is

$$G=\sum_s x_s\left(F_s+kT\ln x_s\right)+kT(1-X)\ln(1-X).$$

Setting the derivative with respect to $x_s$ to zero gives

$$F_s+kT\ln x_s+kT-kT\ln(1-X)-kT=0,$$

so that $x_s=(1-X)e^{-F_s/kT}\approx e^{-F_s/kT}$ for $X\ll1$.

A negative defect has taken an electron from a reservoir at the Fermi level $E_F$, so raising $E_F$ lowers its cost. A positive defect has given one up, and its cost rises. With $E_i$ the intrinsic level,

$$F_-=F_0+\Delta_--(E_F-E_i),\qquad F_+=F_0+\Delta_++(E_F-E_i).$$

Define $u=(E_F-E_i)/kT$. Then

$$\frac{x_-}{x_0}=e^{u-\Delta_-/kT},\qquad \frac{x_+}{x_0}=e^{-u-\Delta_+/kT}.$$

The neutral population $x_0$ does not depend on $E_F$. Doping therefore adds charged defects without using up neutral ones.

Let each state contribute to the rate in proportion to its population, with a mobility independent of doping. Let $f_-$ and $f_+$ be the shares of the intrinsic rate carried by the charged states. The neutral share is $1-f_--f_+$, and the charged contributions scale as $e^{u}$ and $e^{-u}$:

$$R(u)=(1-f_--f_+)+f_-e^u+f_+e^{-u}$$

$$\phantom{R(u)}=1+f_-(e^u-1)+f_+(e^{-u}-1).$$

The chosen effective levels are $\Delta_-=0.42$ eV and $\Delta_+=0.38$ eV. With $kT=0.0709$ eV and equal mobilities, the shares are $f_-=0.00266$ and $f_+=0.00468$. Charged defects carry under 1% of the intrinsic rate in this model, yet they can dominate when $|u|$ is large.

## Contribution 2: the Fermi level of one dopant

Assume local neutrality and full ionization. The second assumption is reasonable at the peak doping used here, where the dopant levels have merged with the bands. With $N_c$ and $N_v$ the band densities of states and $\mathcal F_{1/2}$ the normalized Fermi-Dirac integral,

$$n=N_c\mathcal F_{1/2}(u-u_c),\qquad p=N_v\mathcal F_{1/2}(-u-u_v),$$

$$n(u)-p(u)=N_D-N_A,$$

where $u_c=\ln(N_c/n_i)$, $u_v=\ln(N_v/n_i)$ and $n_i=\sqrt{N_cN_v}\,e^{-E_g/2kT}$. Rough values for silicon at this temperature are $E_g=0.95$ eV, $N_c=1.32\times10^{20}$ cm$^{-3}$ and $N_v=1.14\times10^{20}$ cm$^{-3}$, which give $n_i=1.51\times10^{17}$ cm$^{-3}$.

For phosphorus alone at its peak, neutrality gives $u=7.713$, a Fermi-level shift of 0.547 eV. Since $e^{7.713}\approx2237$,

$$R_P\approx1+0.002663\times2237-0.007\approx6.95.$$

For boron alone, $u=-7.792$ and $e^{7.792}\approx2421$, so

$$R_B\approx1+0.00468\times2421-0.007\approx12.3.$$

Degeneracy matters here. The phosphorus density is only 1322 times $n_i$. Using this ratio in place of $e^u$ would give a rate ratio near 4.5 instead of 6.95. A partly filled band needs a larger rise of the Fermi level to hold the same number of electrons, and the charged-defect population follows the Fermi level.

## Contribution 3: compensation

The left side of the neutrality equation increases with $u$, so it has one solution. When carriers are nondegenerate, $n=n_ie^u$ and $p=n_ie^{-u}$, hence

$$2n_i\sinh u=N_D-N_A.$$

Equal active concentrations give $u=0$, and the rate law gives $R=1$. The donors and acceptors are still present; their average charges cancel. The full Fermi-Dirac solution gives 1.000000, because the intrinsic carrier density is far below the band densities.

Two small departures show how firm this is. First, $R=1$ is not quite the lowest possible rate. With $y=e^u$, $dR/dy=f_--f_+/y^2$ vanishes at $y=\sqrt{f_+/f_-}$, where

$$R_{\min}=1-f_--f_++2\sqrt{f_-f_+}=1-\left(\sqrt{f_-}-\sqrt{f_+}\right)^2.$$

This is 0.99972, a dip of 0.03%. Second, equal total concentrations need not be equally ionized. With both dopant levels 0.045 eV from their band edges and occupation factors of 2 for donors and 4 for acceptors, the ratio is 0.99975. At midgap both species are almost fully ionized. The single-dopant ratios are far more sensitive: the same isolated levels would leave most dopants neutral in singly doped material and lower the ratios to about 2.3 for phosphorus and 2.6 for boron. The larger values above therefore rely on the levels having merged with the bands.

### How closely must the dopants match?

One might expect the net doping to have to stay below $n_i$. The rate law is more forgiving. For a donor excess that raises the rate by a fraction $\delta$,

$$\delta=f_-(y-1)+f_+(1/y-1).$$

If $y\gg1$, the term $f_+/y$ can be dropped, which leaves $y\approx(\delta+f_-+f_+)/f_-$. The net doping is $n_i(y-1/y)\approx n_iy$, so

$$N_D-N_A\approx n_i\,\frac{\delta+f_-+f_+}{f_-}.$$

For $\delta=0.1$ this gives $6.1\times10^{18}$ cm$^{-3}$; full neutrality gives $6.0\times10^{18}$ cm$^{-3}$. The allowance is about 40 times $n_i$, because a small share $f_-$ must be multiplied many times before it is noticed. It is still only 3% of the peak doping. For an acceptor excess the two shares change places, and the allowance falls to about $3.5\times10^{18}$ cm$^{-3}$. These allowances, and the displacement results below, hold in the mean potential only. The random charges of Contribution 6 fill local wells with far more carriers than $n_i$, and these absorb much of a mismatch: in the column model given there, a donor excess of $6\times10^{18}$ cm$^{-3}$ changes the rate by less than 1%.

### Profiles that do not quite overlap

Take a 200 nm amorphous layer with Gaussian profiles of standard deviation $w=35$ nm near its middle. If equal profiles $N(z)$ are displaced by a small distance $d$, their difference has magnitude $d\,|N'(z)|$. This is largest one standard deviation from the centre:

$$|N_D-N_A|_{\max}\approx N_{\rm peak}\frac{d}{w}e^{-1/2}.$$

For $d=2$ nm the result is $6.9\times10^{18}$ cm$^{-3}$. One flank is donor-rich and the other acceptor-rich. The largest rate ratio, on the acceptor-rich flank where the charged share is larger, is 1.21. For $d=5$ nm it is 1.56. The midpoint remains compensated in both cases, so a rate measured there alone would miss the mismatch.

Times add through the layer:

$$t=\int_0^{200\,\mathrm{nm}}\frac{dz}{v_iR(z)}.$$

Intrinsic regrowth takes 2000 s. Phosphorus alone takes 931 s, boron alone 733 s, and both with a 2 nm displacement 1841 s. The singly doped times are not shortened by the peak ratios of 7 and 12, because the lightly doped ends are still crossed slowly.

Local neutrality can be checked against Poisson's equation in the crystal. For the 2 nm displacement, the maximum ratio changes only from 1.212 to 1.209. Smoothing of the average potential is therefore minor for these profiles.

## Contribution 4: the interface potential

The rate law needs the Fermi level at the interface, while the estimates above used its value in the crystal. Let $\phi$ be the electrostatic potential, $q$ the elementary charge and $\epsilon=\epsilon_0\epsilon_r$, with $\epsilon_r=11.7$. In one dimension,

$$\epsilon\frac{d^2\phi}{dz^2}=-q\,(p-n+N_D-N_A).$$

If $N_D=N_A$ at every depth, the dopant term vanishes and the equation is that of undoped silicon. If the interface condition is also unchanged by the dopants, both cases have the same potential and the same electronic rate. This equality does not require flat bands.

Single doping is more sensitive. Suppose interface states held the Fermi level at $E_i$. Depleting phosphorus-doped crystal through a potential drop $\phi_0=0.547$ V needs the width

$$W=\sqrt{\frac{2\epsilon\phi_0}{qN_D}}\approx1.9\ \mathrm{nm}.$$

In this full-depletion estimate, holding the layer takes an interface charge of $N_DW\approx3.8\times10^{13}$ elementary charges per cm$^2$; keeping the electrons near the edge of the depleted layer lowers this to about $3.4\times10^{13}$. If the interface states can supply it, so that pinning at $E_i$ is complete, this rate law would give no enhancement at all. Using the crystal Fermi level is thus an assumption, and the chosen defect levels are effective parameters.

## Contribution 5: mechanisms that ignore charge

Suppose each dopant instead accelerated growth by an independent process. Additive processes would give

$$R_{PB}=1+(R_P-1)+(R_B-1)=R_P+R_B-1\approx18,$$

and multiplicative ones $R_{PB}=R_PR_B\approx86$. Since $R_P>1$ and $R_B>1$, neither expression can equal 1. A return to the intrinsic rate needs a coupling through which one dopant undoes the effect of the other. The Fermi level supplies one, because donors and acceptors enter it with opposite signs.

Lattice strain does not supply such a sign change. Boron and phosphorus are both smaller than silicon. At 0.4% of the lattice sites, rough covalent radii give linear strains of $-9.9\times10^{-4}$ for boron and $-2.4\times10^{-4}$ for phosphorus. The contractions add to $1.23\times10^{-3}$ in magnitude. With a rough biaxial modulus of 180 GPa the stress is about 0.22 GPa. Multiplying by a rough activation volume of 0.006 nm$^3$ and dividing by $kT$ gives

$$|\Delta\ln v|\approx0.12.$$

The single-dopant enhancements are $\ln R_P=1.94$ and $\ln R_B=2.51$. On this estimate, strain is too weak to explain them, and it does not cancel when the dopants are combined.

### Turning "mainly" into a number

Let the single-dopant ratios be $R_P=E_PC_P$ and $R_B=E_BC_B$, where $E$ is the electronic factor and $C\ge1$ an independent non-electronic one. If compensation makes the electronic factor 1, the compensated ratio is $M=C_PC_B$. The non-electronic share of the two enhancements, measured by logarithms, is then

$$s=\frac{\ln M}{\ln(R_PR_B)}.$$

For a trial value $M=1.5$, this is $0.405/4.45\approx0.09$. About nine tenths of the combined logarithmic enhancement would be electronic. If compensation leaves some electronic acceleration, $M$ exceeds $C_PC_B$ and $s$ overestimates the non-electronic share. The condition $C\ge1$ matters: a chemical acceleration by one dopant and a retardation by the other could hide each other in $M$.

## Contribution 6: charges that cancel only on average

At equal doping there are $N_t=4\times10^{20}$ charged atoms per cm$^3$, but few carriers to screen them. Their average charge is zero; their local potential is not.

Measure potential energies in units of $kT$. A screened dopant contributes $\pm(\ell/r)e^{-r/L}$, where $\ell=q^2/(4\pi\epsilon kT)$ and $L$ is the screening length. For randomly placed, uncorrelated charges the variances add. With a cutoff $a=0.235$ nm, roughly a bond length,

$$\sigma^2=N_t\int_a^\infty4\pi r^2\,\frac{\ell^2}{r^2}e^{-2r/L}\,dr=2\pi N_t\ell^2L\,e^{-2a/L}.$$

The screening length depends on the carriers, whose average response depends on $\sigma$:

$$\frac1{L^2}=\frac{q^2}{\epsilon kT}\left\langle\frac{d(n-p)}{du}\right\rangle.$$

Solving these together for a Gaussian potential gives $L=1.9$ nm and an rms potential energy of 0.24 eV in compensated material. In singly doped material, where carriers are plentiful, the rms value is about 0.07 eV. Compensation restores the mean Fermi level while making the local potential rougher.

The effect on growth depends on how the front averages its local rates. Two models are useful. In each, $f_-$ and $f_+$ are readjusted so that the single-dopant ratios stay at 6.95 and 12.3.

**Independent columns.** A column crosses one local region after another, so its times add. For equal steps its mean speed is the harmonic mean,

$$R_{\rm column}=\frac{1}{\langle1/R(u)\rangle}.$$

This gives 1.22. Simulated growth through 400,000 random layers, with a random waiting time for each, also gives 1.22. Fast places help little here, since a column cannot save more than the time it would have spent there.

**A rigid flat front.** If the whole front moves at the area average of its local rates, $R_{\rm flat}=\langle R(u)\rangle$. For a Gaussian variable $\xi$ with zero mean and variance $\sigma^2$, completing the square gives

$$\xi-\frac{\xi^2}{2\sigma^2}=\frac{\sigma^2}{2}-\frac{(\xi-\sigma^2)^2}{2\sigma^2},$$

so $\langle e^\xi\rangle=e^{\sigma^2/2}$, with the main weight near $\xi=\sigma^2$. For this Gaussian potential the resulting ratio is 2.5, which is not close to intrinsic. The average is governed by potentials near $\sigma^2kT=0.80$ eV, well beyond half the gap. There, linear screening and Gaussian statistics are unreliable. Summing the screened potentials of discrete dopants instead gives far more weight to sites beside a single dopant. The flat-front average then depends strongly on the cutoff $a$ and can exceed both single-dopant ratios, so 2.5 illustrates the averaging and is not an estimate for silicon. With discrete dopants and self-consistent screening it is about 120 at $a=0.235$ nm, 12 at 0.3 nm and 4 at 0.4 nm. The column result is much less sensitive to the cutoff: for discrete dopants it runs from 1.21 at $a=0.15$ nm to 1.17 at 0.4 nm.

The values 1.22 and 2.5 are results of two averaging models, not bounds. They count fully ionized dopants on all sides of the interface and let only band carriers screen. Letting the 0.045 eV dopant levels also screen the compensated material gives $L=1.45$ nm, an rms of 0.20 eV and ratios of 1.14 and 1.3. Halving the charge density, a crude stand-in for ions on the crystal side alone, gives 1.12 and 1.4. Both omit quantum smoothing of the carriers and correlations between dopant positions. They show that a measured excess over the intrinsic rate need not be chemical, and that the mean-field result alone does not guarantee a near-intrinsic rate.

A smaller correction comes from gap narrowing. If a narrowing of 0.10 eV is shared equally by the two band edges and each defect level follows its edge, both charged populations grow by $e^{0.05/0.0709}$. In the mean potential the compensated ratio becomes 1.008. With random charges the charged defects carry more of the rate, and the same narrowing raises the column ratio from 1.22 to 1.29.

## Contribution 7: boron-phosphorus pairs

A donor and an acceptor on neighbouring sites form a neutral pair. If isolated atoms accelerated growth chemically and pairs did not, pairing could also return the rate to its intrinsic value. This is a coupling between the dopants, so the argument against independent mechanisms does not exclude it.

With a fraction $x=0.004$ of sites occupied by the opposite species, the chance that at least one of four neighbours is unlike is $1-(1-x)^4=1.6\%$. Random placement therefore leaves most atoms unpaired. Equilibrium could be very different. If $\theta$ is the paired fraction, each free atom has four neighbouring sites and meets free partners at site fraction $x(1-\theta)$, so mass action gives

$$\frac{\theta}{(1-\theta)^2}=4x\,e^{E_b/kT}.$$

The bare Coulomb energy at the bond length is $E_b=0.52$ eV, and the solution is $\theta=0.82$. The continuum permittivity is crude at this distance, but the estimate shows that pairing cannot be dismissed on energetic grounds. It would have to be nearly complete to explain a full return by itself: if the free atoms act additively and in proportion to their number, the remaining 18% would still give a rate ratio near 4. Screening the pair energy with $L=1.9$ nm lowers it to 0.46 eV, which gives $\theta=0.74$ and a ratio near 5.5.

Mobility decides. The mean spacing of one species is 1.7 nm. To diffuse that far during the 2000 s intrinsic regrowth, an atom needs

$$D\approx\frac{(1.7\ \mathrm{nm})^2}{6\times2000\ \mathrm{s}}\approx2.4\times10^{-18}\ \mathrm{cm^2/s}.$$

This estimate ignores the attraction between unlike dopants, whose range $\ell\approx1.7$ nm is as large as the spacing, so appreciable pairing is possible even at a tenth of this value. If the dopants move about a hundred times more slowly than the estimate in the amorphous layer, they have little time to pair. Otherwise, the rate measurement needs an independent measurement of pairing beside it.

## Weighing the contributions

On a logarithmic scale, the sizes for this example are listed below. Each is computed with the other effects absent, and they do not add.

| Contribution | $\lvert\Delta\ln v\rvert$ |
|---|---:|
| Fermi shift, phosphorus alone | 1.94 |
| Fermi shift, boron alone | 2.51 |
| Strain of both dopants | 0.12 |
| Gap narrowing, compensated, mean potential | 0.0075 |
| 2 nm displacement, local maximum, mean potential | 0.19 |
| Random charges, columns | 0.20 |
| Random charges, flat front (Gaussian potential only) | 0.94 |

The first two entries follow from defect levels chosen to give enhancements of a realistic size, from several-fold to about tenfold. They are not independent evidence for the mechanism. The evidence is the observed return: it rules out independent accelerations as the main cause, and the Fermi level explains it with the sign of the dopant charge.

The doping in the example is high but within reach of solid-phase regrowth. Two implanted species need not have matched active profiles. In the mean potential, displacing these profiles by 5 nm raises the local rate by up to 56%. With random charges included, the same mismatch adds about 4% in the column model and about 45% for the Gaussian flat front. Since the sensitivity depends this much on the model, a compensation experiment should rest on measured active profiles, not on equal implanted doses alone. With matched profiles and pairing excluded, a compensated rate near the intrinsic one supports a mainly electronic enhancement. The numerical output below gives most of the values behind these estimates.

## Values computed for the example and the checks

```
Temperature: 823.1 K
Thermal energy kT: 0.07093 eV
Band gap, rough input: 0.95 eV
Electron, hole density masses: 1.1, 1.0 m_e
Relative permittivity: 11.7
Conduction-band density: 1.316e+20 cm^-3
Valence-band density: 1.141e+20 cm^-3
Intrinsic carrier density: 1.513e+17 cm^-3
Defect levels from E_i: -, 0.42; +, 0.38 eV
Intrinsic shares f_-, f_+: 0.00266, 0.00468
Peak active doping of each species: 2e+20 cm^-3
Fermi shift, P and B alone: 0.547, -0.553 eV
u, P and B alone: 7.713, -7.792
Rate ratio, P and B alone: 6.950, 12.324
Compensated ratio, equal active doping: 1.000000
Compensated ratio with dopant occupancy: 0.99975
Minimum possible ratio: 0.999718
Net donors for 10% excess, full: 5.993e+18 cm^-3
Net donors for 10% excess, formula: 6.101e+18 cm^-3
That net doping / peak doping: 0.02997
Independent additive prediction: 18.27
Independent product prediction: 85.65
Non-electronic log share if M=1.5: 0.0911
Layer, profile sigma: 200, 35 nm
Intrinsic rate, rough input: 0.1 nm/s
Regrowth time, intrinsic: 2000.0 s
Regrowth time, P and B alone: 930.5, 732.7 s
Regrowth time, both, 2 nm offset: 1840.6 s
Maximum ratio, 2 and 5 nm offset: 1.2118, 1.5571
Maximum ratio, 2 nm offset, Poisson: 1.2092
Poisson ratio shift on mesh halving: 8.457e-07
Intrinsic Debye length: 12.31 nm
P depletion width if interface at E_i: 1.881 nm
Random potential rms, P/B/both: 0.074, 0.075, 0.239 eV
Screening length, P/B/both: 0.615, 0.629, 1.916 nm
Random variance, sampled/formula: 0.9661
Potential dominating flat average: 0.8047 eV
Flat-front shares f_-, f_+: 0.00196, 0.00333
Compensated ratio, random, flat front: 2.549
Column shares f_-, f_+: 0.00476, 0.00907
Compensated ratio, random, columns: 1.219
Same column ratio, sampled growth: 1.217
Compensated ratio, 0.10 eV narrowing: 1.00752
Dopant strain, B and P: -9.915e-04, -2.393e-04
Rough modulus, activation volume: 180.0 GPa, 0.006 nm^3
Strain effect on ln(rate), magnitude: 0.117
ln(rate ratio), P and B: 1.939, 2.512
Random chance of an unlike neighbour: 0.0159
Bare B-P Coulomb energy at bond length: 0.5237 eV
Paired fraction if fully equilibrated: 0.8214
Mean dopant spacing: 1.71 nm
Diffusivity needed for pairing: 2.437e-18 cm^2/s
```
